Silicon band energies do not fix the sign of V(111)

**The symmetry that limits what energies can tell**

Moving a whole crystal sideways changes none of its energies. It does change the phases of the Fourier coefficients of its potential. Band energies can therefore depend on those coefficients only through combinations that a translation leaves alone.

Take an electron in a diamond-structure crystal with cube edge a, described by a local pseudopotential with three form factors V3, V8 and V11. The natural energy unit is

E0 = (ħ²/2m)(2π/a)²,

so by dimensions every band energy at wave vector k has the form

E = E0 F(V3/E0, V8/E0, V11/E0; ka).

A translation by half the cube's body diagonal, d = (a/2)(1,1,1), turns out to reverse V3 and V11 and to keep V8. Hence

F(v3, v8, v11; ka) = F(−v3, v8, −v11; ka).

The belief that silicon's band energies fix the sign of V3, the (111) form factor, contradicts this identity. An explicit pair of potentials with opposite V3 and the same bands settles the matter.

**The crystal and its form factors**

Put the origin at the middle of a bond. The two atoms of the primitive cell sit at ±τ, with τ = (a/8)(1,1,1), and the lattice is face-centred cubic. Its reciprocal vectors are G = (2π/a)(h,k,l), with h, k, l all even or all odd. Write

V(r) = Σ_G V(G) exp(iG·r).

If each atom contributes the same spherical potential v(r), and Ω = a³/4 is the volume of the primitive cell, then

V(G) = (1/Ω) v̂(G) [exp(−iG·τ) + exp(iG·τ)] = V_n cos(G·τ),

where v̂ is the Fourier integral of v, n = h²+k²+l² labels the shell, and V_n = 2v̂/Ω. With s = h+k+l, the angle is G·τ = πs/4.

The mean potential is the zero of energy. Shell 4, of type (200), has s = ±2 and cos(π/2) = 0, so it drops out. Shells 3, 8 and 11, of types (111), (220) and (311), survive. Higher shells are set to zero for now.

The example uses round values in the rough regime of silicon:

a = 0.54 nm, V3 = −2.9 eV, V8 = 0.5 eV, V11 = 1.1 eV,

for which E0 = 5.158 eV. Call this potential P. Potential P′ has V3 = +2.9 eV, V8 = 0.5 eV and V11 = −1.1 eV.

**The two potentials are one potential, displaced**

Displacing P by d gives

V(r−d) = Σ_G V(G) exp(−iG·d) exp(iG·r).

Since G·d = (2π/a)(a/2)(h+k+l) = πs, each coefficient acquires the factor exp(−iπs) = (−1)^s. For (111) and (311) all three indices are odd, so s is odd and the factor is −1. For (220) it is +1. These are the coefficients of P′, so V′(r) = V(r−d).

The displacement is not a lattice vector; otherwise all the factors would be +1. Twice it, a(1,1,1), is one. Along the body diagonal the atoms lie at −τ and +τ, then at 7τ and 9τ, and so on. The point d = 4τ is midway across the long gap between +τ and 7τ. It is the hexagonal interstitial point, an inversion centre like the bond centre.

The potential at these two points can be summed by hand. In shell 3, two vectors have s = ±3, with cosine −1/√2, and six have s = ±1, with cosine +1/√2. Their sum is 4/√2 = 2√2. In shell 8, six vectors have cosine −1 and six have +1, giving zero. In shell 11, six have s = ±5 and twelve have s = ±3, all with cosine −1/√2; six have s = ±1, with cosine +1/√2. Their sum is −12/√2 = −6√2. Thus

V(0) = 2√2 V3 − 6√2 V11 = −8.20 − 9.33 = −17.5 eV.

At d every odd coefficient changes sign and the shell-8 sum is still zero, so V(d) = +17.5 eV. For P′ the two values are exchanged.

**The bands of the example**

Diagonalization in plane waves with kinetic energy up to 24E0 gives these lowest levels, in eV, for both P and P′:

- Γ: −2.19, 10.60 (three times), 14.09 (three times), 14.35
- X: 2.13 (twice), 7.58 (twice), 11.54 (twice)
- L: 0.21, 3.13, 9.34 (twice), 12.42

A larger plane-wave set lowers the listed levels by about 0.01 eV or less. The eight lowest levels were compared at Γ, X, L and one general k point, and the largest difference between P and P′ is zero to the printed precision. Both have a gap of 0.81 eV, with the conduction minimum near 0.85 of the way from Γ to X. No fit to these energies could select the sign of V3.

Reversing V3 alone, with V8 and V11 held fixed, is a different operation. The triply degenerate level at Γ moves from 10.60 to 13.79 eV, a change of 3.19 eV. Along the lines Γ–X and Γ–L the minimum of band 5 then lies 3.4 eV below the maximum of band 4, so the gap is gone. The energies are thus sensitive to a relative sign, which is easily mistaken for sensitivity to the sign of V3 itself.

**The general statement**

Let the Hamiltonian be H = p²/2m + W, where W has the periodicity of the face-centred cubic lattice. W may be local or nonlocal, and may act on spin. Define W′ by

⟨k+G|W′|k+G′⟩ = (−1)^(s−s′) ⟨k+G|W|k+G′⟩,

where s and s′ are the index sums of G and G′. Then H′ = p²/2m + W′ has the same eigenvalues as H at every k.

*Proof.* At fixed k, let U be the diagonal matrix with entries U_G = (−1)^s. It is real and U² = 1, so it is unitary. The kinetic energy is diagonal in plane waves and commutes with U. The definition of W′ says that W′ = UWU†, because the element between G and G′ is multiplied by (−1)^s(−1)^s′ = (−1)^(s−s′). Therefore

H′ = UHU†.

If Hc = Ec, then H′(Uc) = UHU†Uc = E(Uc). The eigenvalues agree, with multiplicity. ∎

U is the translation by d, apart from a phase common to all plane waves at that k. Since U is diagonal, the proof also holds in any truncated plane-wave set, provided both calculations use the same one.

For a local potential the element depends on G−G′ alone, and the rule becomes V(G) → (−1)^s V(G). An integer and its square have the same parity, so (−1)^s = (−1)^n. Every odd shell present must therefore be reversed. The square of an odd number leaves remainder 1 on division by 8, so the odd shells are n = 3, 11, 19, 27 and so on. Reversing V3 and V11 suffices because the model stops there.

Optical strengths do not help either. For a local potential they involve matrix elements of p between Bloch states. Since p is diagonal in plane waves, U†pU = p, and these elements are the same for P and P′.

**Which signs the energies do see**

In perturbation theory an energy correction is a sum over closed paths: the electron is scattered by G1, G2 and so on, and returns to its starting plane wave, so the vectors add to zero. The index sums then add to zero too, and a closed path contains an even number of odd-shell vectors. That is the translation symmetry seen term by term.

The lowest Γ level shows this explicitly. It starts from the plane wave with G = 0, and the plane waves it reaches have energies nE0. In second order

E(2) = −Σ_G V(G)²/(nE0).

Shell 3 has 8 vectors with squared cosine 1/2, giving 4/3. Shell 8 has 12 with squared cosine 1, giving 12/8 = 3/2. Shell 11 has 24 with squared cosine 1/2, giving 12/11. So

E(2) = −[4V3²/3 + 3V8²/2 + 12V11²/11]/E0,

which is blind to all signs. In third order, with zero mean potential,

E(3) = Σ V(G1) V(G2−G1) V(G2)/(n1 n2 E0²).

The two energy denominators are both negative, so their product is positive. Each triangle must contain an even number of odd vectors, hence at least one vector C from shell 8.

Write the triangle as A = B + C. For shell 8, s_C is 0 or ±4, so sin(πs_C/4) = 0 and the addition theorem gives cos A = cos B cos C, where cos A stands for cos(πs_A/4). The product of the three cosines is then cos²B cos²C. It equals 1/2 if B is odd, and 1 if all three vectors are in shell 8.

What remains is counting the ordered pairs (G1, G2).

- V3²V8: a (111) vector has 3 partners in its shell differing by a (220) vector. These 24 pairs give 24(1/2)/9 = 4/3. If instead one of G1, G2 is in shell 8 and the other in shell 3, there are 24 pairs in each order, giving 2·24(1/2)/24 = 1. The total is 7/3.
- V3V8V11: a (311) vector has 2 partners of type (111) at a (220) separation, hence 48 triangles. With both orders and the three choices of difference vector, the sum is 48[1/33 + 1/24 + 1/88] = 4.
- V8³: a (220) vector has 4 partners in its shell, giving 48/64 = 3/4.
- V11²V8: a (311) vector has 3 partners in its shell, hence 72 pairs, giving 36/121. The arrangements with one of G1, G2 in shell 8 give 72/88 = 99/121. The total is 135/121.

Therefore

E(3) = V8[7V3²/3 + 4V3V11 + 3V8²/4 + 135V11²/121]/E0².

V3 and V11 enter with a sign only through their product. The sign of V8 stands in front of everything, so it is generally visible. If V8 = 0 this order vanishes and says nothing about relative signs.

For P the bracket is 19.62 − 12.76 + 0.19 + 1.35 = 8.40 eV², and

E(3) = 0.5 × 8.40/5.158² = 0.158 eV.

With V3 alone reversed the second term changes sign, the bracket is 33.92 eV², and E(3) = 0.637 eV. E(2) is −2.503 eV in both cases. As a test, both orders were extracted from diagonalizations with the potential scaled by ±0.02 and ±0.01; they agree with the formulas to the four decimals printed.

At full strength the series is only a guide. Through third order it gives −2.34 eV for P and −1.87 eV with V3 alone reversed, whereas diagonalization gives −2.19 and −2.02 eV. The direction of the shift is right, but its size is overestimated.

Three form factors of fixed magnitude allow eight sign choices. Diagonalization sorts them into four pairs, each related by the joint reversal. Between any two pairs, at least one of the compared levels differs by 2.6 eV or more. The separation of bands 4 and 5 along the two lines, negative for overlap, is:

- V3V11 < 0, V8 > 0: 0.81 eV
- V3V11 > 0, V8 > 0: −3.37 eV
- V3V11 < 0, V8 < 0: −0.15 eV
- V3V11 > 0, V8 < 0: −4.2 eV

For these magnitudes, a semiconducting gap along these lines selects V8 > 0 and opposite signs for V3 and V11. It leaves open which of the two is negative.

**What does fix the sign**

The missing information is where the atoms are. If P′ is used and the atoms are still said to sit at ±τ, the potential is displaced by d relative to the atoms: the value of −17.5 eV, which belongs at the bond centre, lies at the hexagonal interstitial point.

Suppose v(r) is attractive within a radius R and negligible outside it. Its Fourier integral is

v̂(q) = 4π ∫ v(r) [sin(qr)/(qr)] r² dr.

For qR < π the factor sin(qr)/(qr) is positive throughout the integral, so v̂(q) < 0. For (111), q = √3(2π/a) = 20.2 nm⁻¹ and π/q = 0.156 nm, which exceeds half the bond length, √3a/8 = 0.117 nm. An atomic potential that is attractive out to such a radius and negligible beyond it thus gives V3 < 0. This is a sufficient condition on v, not a consequence of the bands. It is not shown here that silicon meets it. P itself lies 7.6 eV above its mean at the atomic sites. A v of this kind can reproduce V3, V8 and V11, but not with shells 16 and 19 vanishing as well.

The charge density carries the same information. The eigenvectors of P′ are Uc, so ρ′(r) = ρ(r−d). The mean valence density is 8/Ω = 203 electrons per nm³. For P the density is 683 per nm³ at the bond centre and 29 per nm³ at d. These values are not fully converged. The coarse k grid lacks the full cubic symmetry and gives 700 at the other three, equivalent bonds. A converged grid gives 696 and 31, and a larger plane-wave set raises the first to about 710. For P′ the values are exchanged: the charge that should join neighbouring atoms sits in the open part of the structure.

X-ray scattering can tell the two apart through interference with the core electrons. Define F(G) as the integral of ρ(r)exp(−iG·r) over a primitive cell. The valence part of F(111) is −1.65 electrons for P and +1.65 for P′; a finer k grid changes its size by about 0.01. Ten core electrons per atom, treated as points at ±τ, contribute

20 cos(3π/4) = −14.14 electrons.

The total magnitude is 15.79 for P. It is 12.49 for P′ with the cores kept at ±τ, which lowers the intensity by the factor (12.49/15.79)² = 0.63; with a converged k grid the magnitudes are 15.80 and 12.48 and the factor is 0.62. If the cores are moved by d as well, their contribution becomes +14.14 and the total is again 15.79: the whole crystal has moved, and nothing measurable has changed. The sign of V3 is thus a statement about the potential relative to the atoms.

This matters when form factors are combined. A fit of purely local form factors to band energies has at least two equally good solutions, related as P and P′ are. Either reproduces the bands, but averaging V3 from one with V3 from the other gives zero, which describes neither crystal. Sets to be averaged or interpolated must refer to the same atomic positions.

**Where the two-coefficient reversal fails**

The translation must act on every term of W. Three additions to the example show what happens when one is left behind.

*Higher shells.* Add V16 = V19 = 0.1 eV. Shell 19 is odd. If it is not reversed with V3 and V11, the compared levels differ by up to about 0.2 eV; if it is, the spectra agree again.

*Nonlocal terms.* Add an s-type term centred on the atoms,

B exp[−(K²+K′²)w²/2] cos[(K−K′)·τ],

between plane waves K and K′, with B = 0.5 eV and w = 0.05 nm. The numerical output calls it an s well, but with positive B it is repulsive. If it stays at ±τ while the local part is reversed, levels differ by up to 1.20 eV. Moving its centres by d restores agreement. Even then the energies do not reveal an absolute sign: they reveal the position of the local part relative to the nonlocal part.

*Polar crystals.* In the zinc-blende structure the two atoms differ, and

V(G) = S_n cos(πs/4) + iA_n sin(πs/4).

Shell 4 now survives through A4. Translation by d reverses S3, S11, A3 and A11. Inversion through the origin replaces V(G) by V(−G) and so reverses every A_n. It also takes k to −k, but for a real, spin-independent potential time reversal gives E(−k) = E(k). Translation followed by inversion therefore reverses S3, S11 and A4, restoring A3 and A11.

Both combinations preserve the levels of a test model with the symmetric values of P and A3, A4, A11 = 1.0, 0.7, 0.1 eV. Reversing S3 and S11 alone shifts a level by up to 1.94 eV. The silicon rule cannot be carried over to a polar compound unchanged.

**The example beside real silicon**

Real silicon has a cube edge of about 0.54 nm and an indirect gap of roughly 1.1 eV at room temperature, with the conduction minima roughly 0.85 of the way to X. The model's gap of 0.81 eV is low by about a quarter, as round parameters that were not fitted may well be. Its form factors are of the usual size for silicon.

The neglected effects change the model's gap as follows, each added separately with the form factors otherwise fixed:

- the s-type nonlocal term above: +0.19 eV
- thermal weakening of the form factors at 300 K: −0.16 eV
- spin-orbit coupling with a splitting of 0.04 eV at Γ: −0.013 eV
- shells 16 and 19 at 0.1 eV each: +0.012 eV
- a larger plane-wave set, up to 50E0: +0.006 eV

The assumption of a purely local potential is the one whose failure moves the gap most here, but this ranking depends on the strength of the added term, which was chosen and not derived for silicon: with B = 0.25 eV the change is +0.09 eV, less than the thermal one. The thermal entry multiplies V_n by exp(−G²u²/2), with a rough mean-square displacement u² = 6×10⁻⁵ nm² along one axis. It compares vibrating atoms with rigid ones and omits both thermal expansion and the phonon self-energy, so it is not a prediction of the gap's measured temperature dependence. Form factors fitted at room temperature would already contain part of it.

None of these corrections rescues the belief. Thermal weakening multiplies each V_n by a positive number and leaves the sign rule intact. The other terms obey the general statement once they are translated with the rest of the crystal. Band energies can determine the relative signs; the sign of V3 itself comes from knowing where the atoms are.

Table of computed values

```
cube edge a = 0.54 nm; E0 = 5.1582 eV
V3, V8, V11 = -2.9, 0.5, 1.1 eV
plane-wave cutoff = 24 E0; waves at Gamma = 137
original, Gamma, 8 levels (eV): -2.187 10.602 10.602 10.602 14.089 14.089 14.089 14.346
original, X, 8 levels (eV): 2.134 2.134 7.575 7.575 11.542 11.542 22.913 22.913
original, L, 8 levels (eV): 0.208 3.134 9.343 9.343 12.416 14.676 14.676 18.599
V3,V11 reversed, Gamma, 8 levels (eV): -2.187 10.602 10.602 10.602 14.089 14.089 14.089 14.346
V3,V11 reversed, X, 8 levels (eV): 2.134 2.134 7.575 7.575 11.542 11.542 22.913 22.913
V3,V11 reversed, L, 8 levels (eV): 0.208 3.134 9.343 9.343 12.416 14.676 14.676 18.599
V3 alone reversed, Gamma, 8 levels (eV): -2.018 9.196 13.792 13.792 13.792 14.269 14.269 14.269
V3 alone reversed, X, 8 levels (eV): 2.228 2.228 9.119 9.119 10.511 10.511 23.302 23.302
V3 alone reversed, L, 8 levels (eV): 0.356 3.305 9.793 11.954 11.954 14.195 14.195 17.502
largest level change, V3 and V11 reversed: 0.0e+00 eV
largest level change, V3 alone reversed: 3.190 eV
band 5 minimum minus band 4 maximum on path (negative: overlap)
  signs (V3,V8,V11) (1, 1, 1) and (-1, 1, -1): -3.371 eV
  signs (V3,V8,V11) (1, 1, -1) and (-1, 1, 1): 0.807 eV
  signs (V3,V8,V11) (1, -1, 1) and (-1, -1, -1): -4.170 eV
  signs (V3,V8,V11) (1, -1, -1) and (-1, -1, 1): -0.145 eV
smallest max-level distance between classes: 2.636 eV
original gap, conduction minimum at k = (0.85,0.00,0.00) 2pi/a: 0.807 eV
original: E(2) formula -2.5025, numerical -2.5025 eV
original: E(3) formula 0.1579, numerical 0.1579 eV
V3 alone reversed: E(2) formula -2.5025, numerical -2.5025 eV
V3 alone reversed: E(3) formula 0.6375, numerical 0.6375 eV
original: V at bond centre -17.54, at d 17.54 eV
original: valence density at bond centre 683.3, at d 29.0 per nm^3
V3,V11 reversed: V at bond centre 17.54, at d -17.54 eV
V3,V11 reversed: valence density at bond centre 29.0, at d 683.3 per nm^3
mean valence density: 203.2 per nm^3
valence F(111): original -1.649, reversed 1.649 electrons per primitive cell
point-core F(111), cores at +-tau: -14.142 electrons per cell
total |F(111)|, original: 15.791 electrons
total |F(111)|, reversed, cores kept: 12.494 electrons
total |F(111)|, reversed, cores moved: 15.791 electrons
V16 = V19 = 0.1 eV: gap change 0.012 eV; level error if V19 not reversed 0.193 eV
s well 0.5 eV, width 0.05 nm: gap change 0.188 eV
level error if s well not translated: 1.199 eV
spin-orbit splitting 0.038 eV: gap change -0.013 eV
300 K, rough mean-square displacement 6e-05 nm^2: Debye-Waller gap change -0.1643 eV
cutoff raised to 50 E0: gap change 0.0062 eV
polar test A3, A4, A11 = 1.0, 0.7, 0.1 eV
polar test, only symmetric V3,V11 reversed: level change 1.935 eV
```
